**Stationary states and slow escape for d¹ with a Dudarev term**

The program studies E[n] = Tr(hn) + (U/2)Tr(n − n²) for one d electron, where n is the 10×10 occupation matrix, h = Δ P_e + ζ L·S, Δ is the cubic splitting, P_e the e_g projector and ζ the spin-orbit constant. It asserts that random pure states have zero energy for h = 0 and that sampled mixed states lie higher. It compares the level formula with diagonalization for weak and strong coupling and both signs of Δ. Finite-difference gradients and Hessians on the pure-state manifold confirm that the index is twice the number of lower eigenstates. For U = 4 eV, Δ = 2 eV and ζ = 0.05 eV, the output shows indices 0, 8 and 12 for the lower Γ8, Γ7 and upper Γ8 levels. The program also asserts that one self-consistent step multiplies a small admixture of state l in state k by U/(U + e_l − e_k), where e_k and e_l are eigenvalues of h. Started at Γ7 with a ground-level amplitude of 0.001, the iteration makes 150 steps with energy drops below 10⁻⁶ eV and needs 357 steps before the Γ7 weight falls below one half.

## Program and output

```python
"""
Result under test: one d electron with energy
    E[n] = Tr(h n) + (U/2) Tr(n - n^2),   h = Delta*P_e + zeta*L.S
n: 10x10 occupation matrix (5 orbitals x 2 spins), Tr n = 1.
U: Dudarev parameter, Delta: cubic splitting, zeta: spin-orbit constant (eV).
Pure states are degenerate for h = 0.  For h != 0 the stationary pure states
are the eigenvectors of h; the index is twice the number of lower states.
The self-consistent iteration multiplies a small admixture of state l in
state k by U/(U + e_l - e_k), so saddles can look converged.
"""
import numpy as np

rng = np.random.default_rng(7)
U, DELTA, ZETA = 4.0, 2.0, 0.05
EXCHANGE, TETRAGONAL = 0.01, 0.001
SEED_AMPLITUDE, ENERGY_THRESHOLD = 1e-3, 1e-6

# ---------- operators ----------
m = np.arange(2, -3, -1)
raising = np.diag(np.sqrt(6.0 - m[1:] * (m[1:] + 1)), 1)
lx = (raising + raising.T) / 2
ly = (raising - raising.T) / 2j
lz = np.diag(m).astype(complex)
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
z2 = np.array([0, 0, 1, 0, 0.0])
x2y2 = np.array([1, 0, 0, 0, 1.0]) / np.sqrt(2)
p_eg = np.outer(z2, z2) + np.outer(x2y2, x2y2)
# the projector must be the cubic invariant of fourth order in L
quartic = sum(np.linalg.matrix_power(a, 4) for a in (lx, ly, lz))
assert np.allclose(quartic, 18 * np.eye(5) + 6 * p_eg)

CUBIC = np.kron(p_eg, np.eye(2))
SPIN_ORBIT = sum(np.kron(a, b) for a, b in ((lx, sx), (ly, sy), (lz, sz)))
SPIN_Z = np.kron(np.eye(5), sz)
SPIN_X = np.kron(np.eye(5), sx)
TETRA = np.kron(lz @ lz - 2 * np.eye(5), np.eye(2))


def energy(n, h, u=U):
    return (np.trace(h @ n) + u / 2 * (np.trace(n) - np.trace(n @ n))).real


def proj(psi):
    return np.outer(psi, psi.conj())


def random_state(space=None):
    space = np.eye(10) if space is None else space
    c = rng.normal(size=space.shape[1]) + 1j * rng.normal(size=space.shape[1])
    v = space @ c
    return v / np.linalg.norm(v)


def local_energy(psi, h):
    """Energy as a function of 18 real coordinates around psi."""
    a = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
    a[:, 0] = psi
    q = np.linalg.qr(a)[0][:, 1:]
    tangent = np.hstack([q, 1j * q])

    def f(x):
        v = psi + tangent @ x
        return energy(proj(v / np.linalg.norm(v)), h)
    return f


def gradient(psi, h, step=1e-4):
    f = local_energy(psi, h)
    return np.array([(f(step * e) - f(-step * e)) / (2 * step)
                     for e in np.eye(18)])


def curvatures(psi, h, step=3e-4):
    f, unit = local_energy(psi, h), step * np.eye(18)
    hess = np.zeros((18, 18))
    for i in range(18):
        for j in range(i + 1):
            a, b = unit[i], unit[j]
            hess[i, j] = hess[j, i] = (f(a + b) - f(a - b) - f(b - a)
                                       + f(-a - b)) / (4 * step**2)
    return np.linalg.eigvalsh(hess)


def levels(h, gap=1e-6):
    e, v = np.linalg.eigh(h)
    cuts = np.where(np.diff(e) > gap)[0] + 1
    return [(e[g].mean(), v[:, g]) for g in np.split(np.arange(10), cuts)]


def survey(h):
    """(energy, degeneracy, index, flat directions) from numerical Hessians."""
    rows, spectrum = [], np.linalg.eigvalsh(h)
    for e, space in levels(h):
        psi = random_state(space)
        assert np.linalg.norm(gradient(psi, h)) < 1e-6
        c = curvatures(psi, h)
        others = np.delete(spectrum, np.argmin(abs(spectrum - e)))
        assert np.allclose(c, np.sort(np.repeat(2 * (others - e), 2)),
                           atol=1e-4)  # finite-difference truncation
        rows.append((e, space.shape[1], int(np.sum(c < -2e-4)),
                     int(np.sum(abs(c) <= 2e-4))))
    return rows


# ---------- the Dudarev term alone ----------
zero = np.zeros((10, 10))
pure = [energy(proj(random_state()), zero) for _ in range(200)]
assert np.max(np.abs(pure)) < 1e-12
for _ in range(20):
    a = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
    mixed = a @ a.conj().T
    mixed /= np.trace(mixed).real
    assert energy(mixed, zero) > 0.1
equal_pair = energy(np.diag([0.5, 0.5] + [0] * 8), zero)


def spin_block_energy(psi):
    n = proj(psi).reshape(5, 2, 5, 2)
    blocks = [n[:, s, :, s] for s in (0, 1)]
    return sum(U / 2 * np.trace(b - b @ b).real for b in blocks)


for _ in range(20):
    psi = random_state()
    p_up = 0.5 + np.vdot(psi, SPIN_Z @ psi).real
    assert abs(spin_block_energy(psi) - U * p_up * (1 - p_up)) < 1e-12

# ---------- level formula, weak and strong coupling, both signs ----------
def gamma8(delta, zeta):
    root = np.sqrt((delta + zeta / 2)**2 + 6 * zeta**2)
    return (delta - zeta / 2 - root) / 2, (delta - zeta / 2 + root) / 2


for d in (2.0, 0.3, -0.3, -2.0):
    for z in (0.05, 0.5, 3.0):
        low, high = gamma8(d, z)
        expected = np.sort([low] * 4 + [high] * 4 + [z] * 2)
        assert np.allclose(np.linalg.eigvalsh(d * CUBIC + z * SPIN_ORBIT),
                           expected, atol=1e-10)
        assert (low < z < high) if d > 0 else (high < z)

# ---------- stationary sets and indices ----------
h_cubic = DELTA * CUBIC
h = h_cubic + ZETA * SPIN_ORBIT
h_split = h + EXCHANGE * SPIN_Z + TETRAGONAL * TETRA
h_tetrahedral = -DELTA * CUBIC + ZETA * SPIN_ORBIT
for _ in range(10):
    psi = random_state()
    variance = np.vdot(h @ psi, h @ psi).real - np.vdot(psi, h @ psi).real**2
    assert abs(np.sum(gradient(psi, h)**2) - 4 * variance) < 1e-5
s_zero, s_cubic, s_full = survey(zero), survey(h_cubic), survey(h)
s_split, s_tet = survey(h_split), survey(h_tetrahedral)
assert [r[2:] for r in s_zero] == [(0, 18)]
assert [r[2:] for r in s_cubic] == [(0, 10), (12, 6)]
assert [r[2:] for r in s_full] == [(0, 6), (8, 2), (12, 6)]
assert [r[2:] for r in s_split] == [(2 * k, 0) for k in range(10)]
assert [r[2:] for r in s_tet] == [(0, 6), (8, 6), (16, 2)]

# ---------- mixed states: concavity, and slope of occupation transfer ----------
for rank in (2, 5, 10):
    basis = np.linalg.qr(rng.normal(size=(10, rank)))[0]
    n0 = basis @ basis.T / rank
    x = rng.normal(size=(rank, rank))
    x = x + x.T
    x -= np.eye(rank) * np.trace(x) / rank
    x = basis @ x @ basis.T
    t = 1e-3
    assert np.linalg.eigvalsh(n0 - t * x)[0] > -1e-12
    assert np.linalg.eigvalsh(n0 + t * x)[0] > -1e-12
    plus, minus, mid = (energy(n0 + s * t * x, h) for s in (1, -1, 0))
    assert abs((plus + minus - 2 * mid) / t**2 + U * np.trace(x @ x)) < 1e-6
    assert min(plus, minus) < mid

(e_low, v_low), (e_g7, v_g7), (e_up, v_up) = levels(h)
k_state, l_state = random_state(v_g7), random_state(v_low)
delta_e = e_g7 - e_low
x = 1e-6
transfer_slope = (energy((1 - x) * proj(k_state) + x * proj(l_state), h)
                  - energy(proj(k_state), h)) / x
assert abs(transfer_slope - (U - delta_e)) < 1e-5
rotation_curvature = curvatures(k_state, h)[0]

# spin-block-only energy of two members of the same Kramers pair
block_energies = []
for axis in (SPIN_Z, SPIN_X):
    w = np.linalg.eigh(v_g7.conj().T @ axis @ v_g7)[1]
    block_energies.append(spin_block_energy(v_g7 @ w[:, 0]))
assert abs(block_energies[0] - block_energies[1]) > 0.05

# ---------- self-consistent iteration ----------
def scf_step(psi, u=U):
    return np.linalg.eigh(h + u * (np.eye(10) / 2 - proj(psi)))[1][:, 0]


def growth(k, l, eps=1e-4):
    new = scf_step((k + eps * l) / np.sqrt(1 + eps**2))
    return abs(np.vdot(l, new) / np.vdot(k, new)) / eps


all_e, all_v = np.linalg.eigh(h)
for k in range(10):
    assert abs(np.vdot(all_v[:, k], scf_step(all_v[:, k]))) > 1 - 1e-10
    for l in range(10):
        if l != k:
            law = U / (U + all_e[l] - all_e[k])
            assert abs(growth(all_v[:, k], all_v[:, l]) - law) < 1e-5
# below the threshold U the upper level no longer reproduces itself
assert abs(np.vdot(all_v[:, 9], scf_step(all_v[:, 9], u=1.0))) < 1e-8

g_escape = growth(k_state, l_state)
g_return = growth(l_state, k_state)
g_upper = growth(random_state(v_up), l_state)


def run(seed, steps=1500):
    psi = k_state + SEED_AMPLITUDE * seed
    psi /= np.linalg.norm(psi)
    energies, weights = [energy(proj(psi), h)], []
    for _ in range(steps):
        psi = scf_step(psi)
        energies.append(energy(proj(psi), h))
        weights.append(np.linalg.norm(v_g7.conj().T @ psi)**2)
    return psi, np.array(energies), np.array(weights)


final, energies, weights = run(l_state)
drops = -np.diff(energies)
assert drops.min() > -1e-12
first_drop_law = delta_e * SEED_AMPLITUDE**2 * ((U / (U - delta_e))**2 - 1)
assert abs(drops[0] / first_drop_law - 1) < 0.01
quiet_steps = int(np.argmax(drops > ENERGY_THRESHOLD))
escape_steps = int(np.argmax(weights < 0.5)) + 1
escape_law = np.log(1 / SEED_AMPLITUDE) / np.log(U / (U - delta_e))
assert abs(escape_steps - escape_law) <= 4  # late steps are nonlinear
assert quiet_steps > 10
assert abs(energies[-1] - e_low) < 1e-9
other_seed = random_state(v_low)
other_final, other_energies, _ = run(other_seed)
assert abs(np.vdot(final, l_state)) > 1 - 1e-8
assert abs(np.vdot(other_final, other_seed)) > 1 - 1e-8
assert abs(other_energies[-1] - energies[-1]) < 1e-9
final_overlap = abs(np.vdot(final, other_final))
assert final_overlap < 0.99

# ---------- output ----------
print(f"U = {U:.2f} eV, Delta = {DELTA:.2f} eV, zeta = {ZETA:.3f} eV")
print(f"largest |E| of 200 random pure states, h=0: {max(map(abs, pure)):.1e} eV")
print(f"E of equal mixture of two states, h=0: {equal_pair:.3f} eV")
print("level energy (eV), degeneracy, index, flat directions:")
for title, rows in (("h = 0", s_zero), ("cubic only", s_cubic),
                    ("cubic + spin-orbit", s_full),
                    ("Delta reversed + spin-orbit", s_tet)):
    print(f" {title}")
    for r in rows:
        print(f"  {r[0]:10.6f}  {r[1]:2d}  {r[2]:2d}  {r[3]:2d}")
print(f" with exchange {EXCHANGE} eV and tetragonal {TETRAGONAL} eV")
for r in s_split:
    print(f"  {r[0]:10.6f}  {r[1]:2d}  {r[2]:2d}  {r[3]:2d}")
print(f"Gamma7 minus lower Gamma8: {delta_e:.6f} eV")
print(f"upper minus lower Gamma8: {e_up - e_low:.6f} eV")
print(f"Gamma7 occupation-transfer slope: {transfer_slope:.4f} eV")
print(f"Gamma7 lowest rotation curvature: {rotation_curvature:.4f} eV")
print(f"spin-block-only E, Gamma7 spin along z: {block_energies[0]:.4f} eV")
print(f"spin-block-only E, Gamma7 spin along x: {block_energies[1]:.4f} eV")
print(f"growth factor, lower Gamma8 in Gamma7: {g_escape:.5f}")
print(f"growth factor, Gamma7 in lower Gamma8: {g_return:.5f}")
print(f"growth factor, lower in upper Gamma8: {g_upper:.5f}")
print(f"seed amplitude: {SEED_AMPLITUDE:.0e}")
print(f"first energy drop: {drops[0]:.3e} eV (law {first_drop_law:.3e} eV)")
print(f"initial steps with drop below {ENERGY_THRESHOLD:.0e} eV: {quiet_steps}")
print(f"steps until Gamma7 weight < 1/2: {escape_steps} (law {escape_law:.1f})")
print(f"final energy: {energies[-1]:.6f} eV")
print(f"overlap of final states from two seeds: {final_overlap:.3f}")
print("every check passed")
```

Output:

```
U = 4.00 eV, Delta = 2.00 eV, zeta = 0.050 eV
largest |E| of 200 random pure states, h=0: 8.9e-16 eV
E of equal mixture of two states, h=0: 1.000 eV
level energy (eV), degeneracy, index, flat directions:
 h = 0
    0.000000  10   0  18
 cubic only
    0.000000   6   0  10
    2.000000   4  12   6
 cubic + spin-orbit
   -0.026850   4   0   6
    0.050000   2   8   2
    2.001850   4  12   6
 Delta reversed + spin-orbit
   -2.001897   4   0   6
   -0.023103   4   8   6
    0.050000   2  16   2
 with exchange 0.01 eV and tetragonal 0.001 eV
   -0.032842   1   0   0
   -0.027656   1   2   0
   -0.024693   1   4   0
   -0.022860   1   6   0
    0.048847   1   8   0
    0.051804   1  10   0
    1.994860   1  12   0
    1.998852   1  14   0
    2.004842   1  16   0
    2.008846   1  18   0
Gamma7 minus lower Gamma8: 0.076850 eV
upper minus lower Gamma8: 2.028700 eV
Gamma7 occupation-transfer slope: 3.9231 eV
Gamma7 lowest rotation curvature: -0.1537 eV
spin-block-only E, Gamma7 spin along z: 0.8889 eV
spin-block-only E, Gamma7 spin along x: 1.0000 eV
growth factor, lower Gamma8 in Gamma7: 1.01959
growth factor, Gamma7 in lower Gamma8: 0.98115
growth factor, lower in upper Gamma8: 2.02912
seed amplitude: 1e-03
first energy drop: 3.040e-09 eV (law 3.040e-09 eV)
initial steps with drop below 1e-06 eV: 150
steps until Gamma7 weight < 1/2: 357 (law 356.1)
final energy: -0.026850 eV
overlap of final states from two seeds: 0.389
every check passed
```
